Two-centre integrals and their bond-vector derivatives from Bessel integrals

An overlap between functions on two atoms can be summed on a grid fixed in space, but the sum then generally changes when both atoms are shifted together, although the true overlap depends only on their separation. Its derivatives inherit the fault, and the forces on the two atoms no longer cancel. Differentiating in spherical angles brings another difficulty, since the angular coordinates are singular at the poles. Both difficulties disappear if the integral is reduced to functions of the bond length times polynomials in the bond vector.

Put atom A at the origin and atom B at R, and let

φ_a(r) = f_a(r) Y_a(r̂),  φ_b(r) = f_b(r) Y_b(r̂).

The radial functions are real, and a and b stand for the angular labels (l_a, m_a) and (l_b, m_b) of real orthonormal harmonics. Either function may be an atomic orbital or a PAW projector. The overlap is

S(R) = ∫ φ_a(r) φ_b(r − R) d³r.

Atomic units are used. The symbol R denotes the bond vector, as in S(R), and its length wherever a scalar is needed, as in R^L or j_L(kR). Both functions are taken to be square integrable; the derivatives will need more.

The first ingredient is the plane wave. Let λ_L(t) be the Legendre polynomial. Expanding exp(ixt) on −1 ≤ t ≤ 1 gives

exp(ixt) = Σ_L (2L+1) i^L j_L(x) λ_L(t),
j_L(x) = ((−i)^L/2) ∫₋₁¹ exp(ixt) λ_L(t) dt,

because ∫λ_L² dt = 2/(2L+1). The second line may serve as the definition of the spherical Bessel function. Insert λ_L = (1/(2^L L!)) d^L(t²−1)^L/dt^L and integrate by parts L times. The boundary terms vanish, the factor (−1)^L from the partial integrations turns (t²−1)^L into (1−t²)^L, and i^L cancels (−i)^L:

x^(−L) j_L(x) = (1/(2^(L+1) L!)) ∫₋₁¹ cos(xt) (1−t²)^L dt.  (1)

This form will also supply the derivatives.

Next, λ_L must be separated into harmonics. The sum Σ_M Y_LM(n)Y_LM(n′) is unchanged by a common rotation, because a rotation mixes the Y_LM by an orthogonal matrix. It therefore depends only on n·n′, and as a harmonic of degree L symmetric about n′ it is proportional to λ_L(n·n′). Setting n = n′ and integrating over the sphere fixes the constant:

Σ_M Y_LM(n) Y_LM(n′) = ((2L+1)/4π) λ_L(n·n′).  (2)

Hence

exp(−ik·r) = 4π Σ_LM (−i)^L j_L(kr) Y_LM(k̂) Y_LM(r̂).

Multiply this by φ(r) and integrate. Orthonormality leaves one harmonic:

φ(k) = ∫ exp(−ik·r) φ(r) d³r = 4π (−i)^l F(k) Y_lm(k̂),
F(k) = ∫₀^∞ r² j_l(kr) f(r) dr.

The shifted function is φ_b(r−R) = (2π)⁻³ ∫ φ_b(k) exp[ik·(r−R)] d³k. Since φ_a is real, its integral with exp(ik·r) is φ_a(k)*, so

S(R) = (2π)⁻³ ∫ φ_a(k)* φ_b(k) exp(−ik·R) d³k.  (3)

Three factors 4π divided by (2π)³ give 8. The phases are i^(l_a) from the conjugated transform, (−i)^(l_b) from the other, and (−i)^L from the plane wave. Their product is i^(l_a−l_b−L). The integral over the direction of k is the Gaunt coefficient

G_LM = ∫ Y_a Y_b Y_LM dΩ.

Inversion multiplies its integrand by (−1)^(l_a+l_b+L), so this sum of degrees must be even.

The range of L is also finite. By (2) and orthonormality, Y_LM(n) is ((2L+1)/4π) times the integral of λ_L(n·n′)Y_LM(n′) over n′. It is thus enough to integrate Y_aY_b against λ_L(n·n′). With the polar axis along n′, the azimuthal average of this polynomial of degree l_a+l_b is a polynomial in cos θ of no higher degree, and λ_L is orthogonal to it if L > l_a+l_b. Exchanging the roles of the three harmonics gives L ≥ |l_a−l_b|. The phase is then real, and

S(R) = Σ_L c_L I_L(R) Σ_M G_LM Y_LM(R̂),
c_L = 8 (−1)^((l_a−l_b−L)/2),
I_L(R) = ∫₀^∞ k² j_L(kR) F_a(k) F_b(k) dk,  (4)

with L = |l_a−l_b|, |l_a−l_b|+2, …, l_a+l_b.

The Gaunt coefficients need only integrals of monomials. Multiply x^(2p) y^(2q) z^(2s) by exp(−r²/2) and integrate over space. In Cartesian coordinates the result is (2π)^(3/2) (2p−1)!!(2q−1)!!(2s−1)!!. In spherical coordinates it is the angular integral times √(π/2) (2p+2q+2s+1)!!. Division gives

∫ x^(2p) y^(2q) z^(2s) dΩ = 4π (2p−1)!!(2q−1)!!(2s−1)!!/(2p+2q+2s+1)!!,

with (−1)!! = 1. A monomial with any odd power integrates to zero.

The factor 8 can be checked at R = 0 for l_a = l_b and m_a = m_b. Only j_0(0) = 1 survives, and G_00 = Y_00 = 1/√(4π), so S(0) = (2/π)∫k²F_aF_b dk. The definition gives S(0) = ∫r²f_af_b dr. Their equality is the Parseval relation for the radial transform.

For the derivatives, collect the angular part into a polynomial,

P_L(R) = R^L Σ_M G_LM Y_LM(R̂),

which is homogeneous of degree L and satisfies ∇²P_L = 0. What remains is g_L0(R) = c_L R^(−L) I_L(R), and S = Σ_L g_L0 P_L. Now differentiate (1):

d/dx [x^(−L) j_L] = −(1/(2^(L+1) L!)) ∫₋₁¹ t sin(xt) (1−t²)^L dt.

Since t(1−t²)^L is the derivative of −(1−t²)^(L+1)/(2(L+1)), one partial integration turns the right-hand side into

−(x/(2^(L+2) (L+1)!)) ∫₋₁¹ cos(xt) (1−t²)^(L+1) dt = −x · x^(−L−1) j_(L+1)(x).

Thus (1/x)d/dx takes x^(−L)j_L into −x^(−L−1)j_(L+1). Applying it n times with x = kR, and restoring the powers of k, gives

g_Ln(R) = ((1/R) d/dR)^n g_L0(R)
  = (−1)^n c_L R^(−L−n) ∫₀^∞ k^(2+n) j_(L+n)(kR) F_aF_b dk.  (5)

For a function of length alone, ∂_α g = (R_α/R) dg/dR, where α labels a Cartesian component. Hence ∂_α g_Ln = R_α g_L,n+1, and the product rule gives

∂_α S = Σ_L [ g_L1 R_α P_L + g_L0 ∂_α P_L ].  (6)

Differentiating once more,

∂_α∂_β S = Σ_L [ g_L2 R_αR_β P_L + g_L1(δ_αβ P_L + R_α ∂_βP_L + R_β ∂_αP_L) + g_L0 ∂_α∂_βP_L ].  (7)

No angle has been differentiated, so a bond along the polar axis needs no special treatment. Moving atom B changes S by +∇S per unit displacement. Moving atom A changes it by −∇S, because only the difference of the positions enters. The two derivatives cancel by construction.

These steps have a condition. In (3), two derivatives with respect to R bring down −k_αk_β. By the Cauchy–Schwarz inequality, ∫k²|φ_aφ_b| d³k is finite if both functions have square-integrable gradients. Then S has continuous second derivatives and the differentiation under the integral is justified. A radial function cut off with a jump violates this condition. A function that reaches zero with a finite slope satisfies it, though its transform decays more slowly than that of a smoother function.

The kinetic integral follows at once. The operator −½∇² multiplies φ_b(k) by k²/2, so T = ⟨φ_a|−½∇²|φ_b⟩ is obtained by inserting k²/2 into every k integral. This value equals ½∫∇φ_a·∇φ_b(r − R) d³r. If f_b reaches zero at its cutoff r_c with a finite slope, −½∇²φ_b contains the shell term ½ f_b′(r_c⁻) δ(r − r_c) Y_b, and a real-space integral of the pointwise Laplacian misses it. The same factor arises from −½∇² acting on the bond vector in (3), and therefore

T(R) = −½ ∇²S(R).  (8)

The gradient of T involves k³φ_aφ_b, for which square-integrable second derivatives of both functions suffice. An integral containing a potential centred on a third atom is not covered, because it depends on more than one bond vector.

As an example take a model p_x function on A and a model d_xy function on B, with

f(r) = N r^l (1 − r²/r_c²)³ for r < r_c, and zero outside.

The cutoff radii are 4 and 5 bohr, N normalizes each function, and R = (1, 2, 2) bohr, of length 3 bohr. The third-order zero at r_c keeps second derivatives continuous there, so the conditions above hold.

The angular part can be found without a table of Gaunt coefficients. On the unit sphere the expansion of Y_aY_b in harmonics is Σ_L P_L itself, and here

Y_aY_b = √(3/4π) x · √(15/4π) xy = C x²y,  C = √45/(4π) = 0.53382.

The Laplacian of x²y is 2y and that of r²y is 10y. Therefore x²y − r²y/5 is harmonic, and the remainder is r²y/5. With (x, y, z) now the components of the bond vector,

P_1 = C y/5,  P_3 = C (x²y − R²y/5).

At the chosen bond P_1 = 0.4C = 0.21353 bohr and P_3 = (2 − 3.6)C = −0.85412 bohr³.

The signs are c_1 = 8(−1)^(−1) = −8 and c_3 = 8(−1)^(−2) = +8. The computed Bessel integrals are I_1 = 0.29331 and I_3 = 0.28256, so

g_10 = −8 × 0.29331/3 = −0.78217 bohr⁻¹,
g_30 = 8 × 0.28256/27 = 0.083722 bohr⁻³,
S = −0.78217 × 0.21353 + 0.083722 × (−0.85412)
  = −0.16702 − 0.07151 = −0.23852.

The two contributions have the same sign: c_L and P_L both change sign between L = 1 and L = 3.

For the gradient, the factors from (5) are g_11 = 0.39634 bohr⁻³ and g_31 = −0.021080 bohr⁻⁵. The part that multiplies the bond vector is

g_11P_1 + g_31P_3 = 0.08463 + 0.01800 = 0.10263 bohr⁻².

The polynomial derivatives are ∂_yP_1 = C/5 = 0.10676, ∂_xP_3 = 8Cxy/5 = 3.2C = 1.70823, ∂_yP_3 = C(x² − R²/5 − 2y²/5) = −2.4C = −1.28117, and ∂_zP_3 = −2Cyz/5 = −1.6C = −0.85412. Equation (6) then gives, in bohr⁻¹,

∂_xS = 0.10263 + 0.083722 × 1.70823 = 0.2457,
∂_yS = 0.20527 − 0.78217 × 0.10676 − 0.083722 × 1.28117 = 0.0145,
∂_zS = 0.20527 − 0.083722 × 0.85412 = 0.1338.

The component along the bond is (0.2457 + 2 × 0.0145 + 2 × 0.1338)/3 = 0.1807 bohr⁻¹. As S is negative, its magnitude falls when this bond is stretched. The whole gradient has length 0.280 bohr⁻¹, which leaves √(0.280² − 0.1807²) = 0.214 bohr⁻¹ perpendicular to the bond. This is the rate for the steepest way of turning the bond, with atom B displaced along the perpendicular part of the gradient; in that direction the overlap changes faster, per unit displacement, than on stretching. A turn at right angles to that direction leaves the overlap unchanged to first order.

The second derivatives show an equality that is exact at this bond but does not hold at a general one: the yz and zz elements are both −0.00197 bohr⁻². From P_1 and P_3, the overlap has the form S = y h(x, R), with z entering through R alone. Write h_1 = (1/R)∂h/∂R and h_2 = (1/R)∂h_1/∂R at fixed x. Then ∂_zS = yz h_1, and

∂_y∂_zS = z h_1 + y²z h_2,  ∂_z²S = y h_1 + yz² h_2.

These agree because y = z at this bond.

The trace of (7) provides a check by hand. For a homogeneous polynomial R·∇P_L = L P_L, and ∇²P_L = 0, so

∇²S = Σ_L [R² g_L2 + (2L+3) g_L1] P_L.

With g_12 = −0.145094 bohr⁻⁵ and g_32 = 0.0049584 bohr⁻⁷, the brackets are 0.67584 bohr⁻³ and −0.14509 bohr⁻⁵. The result is 0.14431 + 0.12393 = 0.26824 bohr⁻². By (8), T = −0.13412 hartree, or −3.650 eV. A negative value is allowed, since this is an off-diagonal element and not the kinetic energy of a state. Its gradient is (0.2086, 0.0404, 0.1074) hartree/bohr, or (10.73, 2.08, 5.52) eV/Å.

The limit R → 0 tests the phase. In (3), one derivative at R = 0 leaves a factor −ik, whose components are harmonics of degree one. Only L = 1 can then contribute. Equation (1) gives j_1(x)/x → 1/3, so

∇S(0) = (c_1/3) ∫₀^∞ k³F_aF_b dk ∇P_1.

For the example the integral is 1.86635 bohr⁻¹, and the y component is −(8/3) × 1.86635 × 0.10676 = −0.5314 bohr⁻¹. The other components vanish. The sign can be understood in real space. Write φ_a = x u_a(r) and φ_b = xy u_b(r). Then

∂_yS(0) = −∫ φ_a ∂_yφ_b d³r = ∫ φ_b ∂_yφ_a d³r = ∫ x²y² u_b (1/r)(du_a/dr) d³r.

Inside the cutoffs u_b is positive and u_a decreases outwards, so the integral is negative. In a numerical evaluation, the ratio j_L(x)/x^L becomes 0/0 at x = 0 for L > 0, and its power series supplies the limit. The factors g_Ln themselves need not stay finite at R = 0, where they are proportional to ∫k^(2+L+2n)F_aF_b dk: for two d functions of this model with equal cutoffs, g_42 grows as 1/R. Under the condition stated above, the products of g_Ln with the polynomials in (6) and (7) do have finite limits, so it is these products that should be taken to R = 0. The series is also safer at small x than the trigonometric formulas for j_L, whose terms nearly cancel there.

At large separation the cutoffs impose another condition. When R exceeds the sum of the radii, the functions do not overlap and S vanishes for every direction of R. The harmonics in (4) are independent, so each I_L that enters with a nonzero G_LM must vanish separately. At 9.6 bohr, beyond the sum of 9 bohr, the computed I_1 and I_3 are of order 10⁻¹⁶, which is rounding error. The integral with L = 2 is −7.04 × 10⁻⁴. It has the wrong parity, its Gaunt coefficients are zero, and it never enters the overlap. The finite range thus belongs to the allowed integrals and is not a property of every Bessel integral built from F_aF_b.

An independent evaluation in real space integrates over the distances to the two atoms and the azimuth about the bond, without the transforms F. For all 81 pairs of s, p and d functions with these cutoffs, at one general bond vector, S and T agree with it to within 3.2 × 10⁻¹⁴ atomic units. For four pairs at two bond vectors, finite differences of the real-space values confirm the gradients of S and T and the second derivatives of S, with a largest discrepancy below 10⁻⁹ atomic units. The numerical output lists the largest discrepancy for each of these quantities. The comparisons test the reduction for this model; they do not measure how well such radial functions describe a real atom.

Computed values

```
cutoff radii of p_x and d_xy: 4.0 5.0 bohr
normalization N of p_x: 0.49338640 bohr^(-5/2)
normalization N of d_xy: 0.11011182 bohr^(-7/2)
bond vector R: [1. 2. 2.] bohr
bond length: 3.000000 bohr
upper limit of k integrals: 100 1/bohr
angular constant C: 0.53382191 (no unit)
Gaunt p_x d_xy p_y: 0.21850969 (no unit)
L=1 Bessel integral I_L: +0.29331471 (no unit)
L=1 polynomial P_L: +0.21352876 bohr^1
L=1 n=0 radial factor g_Ln: -7.82172550e-01 bohr^-1
L=1 n=1 radial factor g_Ln: +3.96337846e-01 bohr^-3
L=1 n=2 radial factor g_Ln: -1.45094149e-01 bohr^-5
L=1 part of overlap: -0.16701634 (no unit)
L=3 Bessel integral I_L: +0.28256335 (no unit)
L=3 polynomial P_L: -0.85411505 bohr^3
L=3 n=0 radial factor g_Ln: +8.37224744e-02 bohr^-3
L=3 n=1 radial factor g_Ln: -2.10799416e-02 bohr^-5
L=3 n=2 radial factor g_Ln: +4.95836949e-03 bohr^-7
L=3 part of overlap: -0.07150863 (no unit)
overlap S, Bessel route: -0.2385249626 (no unit)
overlap S, real space: -0.2385249626 (no unit)
gradient of S: +0.24565148 +0.01449734 +0.13375983 1/bohr
gradient of S along bond: +0.18072194 1/bohr
second derivatives of S, row x: +0.13841590 -0.00162193 -0.12444767 1/bohr^2
second derivatives of S, row y: -0.00162193 +0.13179135 -0.00196847 1/bohr^2
second derivatives of S, row z: -0.12444767 -0.00196847 -0.00196847 1/bohr^2
trace of second derivatives: +0.26823878 1/bohr^2
kinetic integral T, Bessel route: -0.1341193896 hartree
kinetic integral T, real space: -0.1341193896 hartree
kinetic integral T: -3.649575 eV
gradient of T: +0.20862146 +0.04036548 +0.10742518 hartree/bohr
gradient of T: +10.72774682 +2.07567666 +5.52402481 eV/angstrom
integral of k^3 F_a F_b: 1.86634689 1/bohr
gradient of S at R=0: +0.00000000 -0.53135832 +0.00000000 1/bohr
distance beyond both cutoffs: 9.6 bohr
I_1 at that distance: -1.412e-16 (no unit)
I_2 at that distance: -7.040e-04 (no unit)
I_3 at that distance: +1.631e-16 (no unit)
largest Gaunt error: 1.2e-14 (no unit)
largest error of S or T, 81 pairs: 3.2e-14 a.u.
largest gradient difference, S: 1.9e-10 1/bohr
largest gradient difference, T: 2.5e-10 hartree/bohr
largest second-derivative difference: 7.9e-10 1/bohr^2
largest error of trace = -2T: 4.6e-14 a.u.
```
